# Exclusion-violating intermediate states cancel between Z and vacuum diagrams

Suppose an electron is added to a filled Dirac sea and its energy shift in a weak static potential is wanted to second order. One of the diagrams has an intermediate state with two electrons in the same level. It seems natural to delete that diagram, since the exclusion principle forbids the state, and to discard the vacuum diagrams as usual, since they belong to the energy of the empty vacuum. In the model below this gives $-139.89$ eV. The correct second-order shift is $-132.97$ eV. The deleted diagram was one half of a cancelling pair, and the other half was discarded with the vacuum diagrams.

## The counter-example

**Model.** Atomic units are used in the algebra, with $c$ the speed of light and $M=c^2$ the rest energy of the electron. A one-dimensional Dirac electron moves on a ring of length $L$, with

$$h_k=ck\,\sigma_x+M\sigma_z ,\qquad V(x)=V_0\cos qx,\qquad q=\frac{2\pi}{L}.$$

The electrons do not interact with one another. Only the wave numbers $k=0,\pm q$ are kept. Each has one negative and one positive level, at $\mp M$ for $k=0$ and at $\mp E$ for $k=\pm q$, where $E=\sqrt{M^2+c^2q^2}$. The vacuum $\Phi_0$ has the three negative levels filled. The state $\Phi_a$ has one more electron, in the positive level $a$ at $k=0$.

**Couplings.** Since $\cos qx=\tfrac12(e^{iqx}+e^{-iqx})$, the potential changes $k$ by $\pm q$, with strength $V_0/2$ times a spinor overlap. The spinor of $a$ is $(1,0)$. The projectors on the positive and negative spinors at $k=\pm q$ are $\tfrac12(1\pm h_k/E)$, because $h_k^2=E^2$. Their upper left elements are the squared overlaps with $(1,0)$, so the couplings $v_\pm$ of $a$ to one positive or one negative level at $k=\pm q$ obey

$$|v_\pm|^2=\frac{V_0^2}{4}\cdot\frac12\left(1\pm\frac ME\right)=\frac{V_0^2(E\pm M)}{8E}.$$

For the round parameters $L=0.02$ Å and $V_0=10000$ eV, the energies are $M=510999$ eV, $cq=619921$ eV and $E=803382$ eV. The couplings are $|v_+|=4522.25$ eV and $|v_-|=2132.90$ eV, small against the gaps $E-M=292383$ eV and $E+M=1314381$ eV.

**Count with exclusion imposed everywhere.** In second order, each allowed jump from a filled level $i$ to an empty level $r$ contributes $|v_{ri}|^2/(e_i-e_r)$.

In the vacuum there are four allowed jumps: from the sea levels at $k=\pm q$ up to $a$, and from the sea level at $k=0$ up to the positive levels at $k=\pm q$. The first two have squared coupling $|v_-|^2$. So do the other two: the sea spinor at $k=0$ is $(0,1)$, and the lower right element of the positive projector is $\tfrac12(1-M/E)$. All four have denominator $-(E+M)$, hence

$$E_2(\Phi_0)=-\frac{4|v_-|^2}{E+M}=-13.8445\ \text{eV}.$$

When $a$ is occupied, the two jumps into $a$ are blocked, and half of this energy, $-6.9223$ eV, remains. The added electron can itself jump to the two positive levels at $k=\pm q$, which contributes

$$P=\frac{2|v_+|^2}{M-E}=-\frac{2\,(4522.25)^2}{292383}\ \text{eV}=-139.890\ \text{eV}.$$

Therefore $E_2(\Phi_a)=-139.8903-6.9223=-146.8126$ eV, and the shift due to the added electron is

$$\Delta E_2=E_2(\Phi_a)-E_2(\Phi_0)=-146.8126+13.8445=-132.9681\ \text{eV},$$

or $-4.8865$ hartree. No forbidden state has entered this count.

**Count by diagrams.** The connected diagrams are the particle term $P$ and the Z diagram. In the Z diagram the potential first lifts a sea electron from $n$ into $a$, and then the original electron drops into the hole at $n$. Between the two events there are two electrons in $a$. With the sign derived below, its value is

$$Z=+\frac{2|v_-|^2}{E+M}=\frac{2\,(2132.90)^2}{1314381}\ \text{eV}=6.9223\ \text{eV}.$$

The sum $P+Z=-139.8903+6.9223=-132.9680$ eV agrees with the first count up to rounding. Deleting $Z$ leaves $P$ alone, which is too low by $6.9223$ eV, or 5.21 % of the magnitude of $\Delta E_2$.

The opposite half-measure fails as well. Keep $Z$, strike the blocked jumps from the vacuum diagrams of $\Phi_a$, and subtract the full vacuum energy. The result is $-139.8903+6.9223-6.9223+13.8445=-126.0458$ eV, too high by the same amount.

**A check in closed form.** With the couplings inserted and $E^2-M^2=c^2q^2$,

$$P+Z=\frac{V_0^2}{4E}\left[-\frac{E+M}{E-M}+\frac{E-M}{E+M}\right]
=\frac{V_0^2}{4E}\cdot\frac{-(E+M)^2+(E-M)^2}{c^2q^2}.$$

The numerator of the last fraction is $-4EM$, so

$$\Delta E_2=-\frac{V_0^2M}{c^2q^2}=-\frac{V_0^2}{q^2}.$$

A Schrödinger electron at $k=0$ in the same potential has two jumps of strength $V_0/2$ to kinetic energy $q^2/2$. Its shift is $2(V_0/2)^2/(-q^2/2)=-V_0^2/q^2$, the same value. The equality is not special to a cosine. A Fourier component $V_ke^{ikx}$ of any potential couples $a$ only to the two levels at wave number $k$, and the same algebra gives it the contribution $-2|V_k|^2/k^2$ in both theories. The derivation covers an electron at $k=0$ in second order, and it needs the Z term.

The fractional error made by deleting $Z$ is

$$\frac{Z}{|\Delta E_2|}=\frac{q^2(E-M)}{4E(E+M)}.$$

For $q\ll c$, $E-M\approx q^2/2$ and $E\approx M$, so the error tends to $q^4/(16c^4)$ and is easily overlooked: for a period of 3 Å, typical of a crystal lattice, it is about $3\times10^{-10}$. The 5 % of the example arises because its period of 0.02 Å is close to the Compton wavelength of the electron, 0.024 Å, so that $q/c\approx1.2$. For $q\gg c$, $E\approx cq$ and the error tends to $q/(4c)$, which grows without limit. There $P$ and $Z$ are each much larger than their sum.

## The general statement

Let $H_0=\sum_p e_p a_p^\dagger a_p$ and let the perturbation be a static one-body operator $V=\sum_{pq}v_{pq}a_p^\dagger a_q$ with $v_{qp}=v_{pq}^*$. The letter $n$ denotes sea levels and $r$ positive levels. Assume that $\Phi_0$ and $\Phi_a=a_a^\dagger\Phi_0$ are non-degenerate eigenstates of $H_0$. The second-order energy of the added electron is then the same in two procedures:

1. Exclusion is imposed on all intermediate states of $\Phi_a$ and of $\Phi_0$, and the two energies are subtracted.
2. Exclusion is ignored in the intermediate states of $\Phi_a$, all connected and vacuum diagrams are kept with their fermion signs, and the full vacuum energy is subtracted.

Both give

$$\Delta E_2=\sum_{p\neq a}\frac{|v_{pa}|^2}{e_a-e_p},\tag{1}$$

where $p$ runs over all other levels, including the filled ones.

### Proof with exclusion imposed

For a state $\Phi$ with given occupations, $V\Phi$ contains $\Phi$ itself and the states $a_r^\dagger a_i\Phi$ with $i$ filled and $r$ empty. The latter have amplitude $v_{ri}$ and energy $e_r-e_i$ above $\Phi$. The second-order formula $\sum_K|\langle K|V|\Phi\rangle|^2/(E_\Phi-E_K)$ gives for the vacuum

$$E_2(\Phi_0)=\sum_{n}\sum_{r}\frac{|v_{rn}|^2}{e_n-e_r}.$$

In $\Phi_a$ the level $a$ is no longer available to the sea electrons, and the electron in $a$ has jumps of its own:

$$E_2(\Phi_a)=\sum_n\sum_{r\neq a}\frac{|v_{rn}|^2}{e_n-e_r}+\sum_{r\neq a}\frac{|v_{ra}|^2}{e_a-e_r}.$$

In the difference the sea terms with $r\neq a$ cancel, and the vacuum term with $r=a$ survives with a minus sign:

$$\Delta E_2=\sum_{r\neq a}\frac{|v_{ra}|^2}{e_a-e_r}-\sum_n\frac{|v_{an}|^2}{e_n-e_a}.$$

Reversing the last denominator changes its sign and turns the second term into $+\sum_n|v_{an}|^2/(e_a-e_n)$. This is (1). Its sea part is positive because $e_a>e_n$. The added electron blocks vacuum fluctuations that had lowered the energy, and their loss raises it.

### Proof with exclusion ignored

At second order, the forward diagrams of $\Phi_a$ violate exclusion when the first action of $V$ lifts a sea electron $n$ into the occupied level $a$. The second action must then refill $n$ from $a$. The relevant matrix element is

$$X=\langle\Phi_0|\,a_a\,(a_n^\dagger a_a)(a_a^\dagger a_n)\,a_a^\dagger\,|\Phi_0\rangle .$$

It vanishes, since $a_a^\dagger a_n a_a^\dagger=-a_a^\dagger a_a^\dagger a_n$ and $a_a^\dagger a_a^\dagger=0$. Wick's theorem writes this zero as a sum of pairings. The operator $a_n^\dagger$ must pair with $a_n$, with value $\langle a_n^\dagger a_n\rangle=1$. Bringing them together moves $a_n$ past two operators, which gives no sign. There remains

$$\langle a_a^{(1)}\,a_a^{(2)}\,a_a^{\dagger(3)}\,a_a^{\dagger(4)}\rangle ,$$

where 1 and 4 are the external electron and 2 and 3 belong to the two actions of $V$. There are two pairings:

- (2,3) and (1,4) are nested and give $+1$. The external electron is a spectator beside a closed vacuum bubble.
- (1,3) and (2,4) cross and give $-1$. The original electron fills the hole, and the electron lifted from the sea is the one that remains. This is the Z diagram.

The two signs can be seen separately by giving the two electrons different level labels, $a$ and $b$, which makes the intermediate state allowed. The matrix elements are then $+1$ and $-1$, and with equal labels the total is 0.

Both pairings carry the factor $|v_{an}|^2$ and the same intermediate state, so they share one denominator. That state has energy $2e_a-e_n$ where $\Phi_a$ has $e_a$, measured from the vacuum, which gives $e_a-(2e_a-e_n)=e_n-e_a$. Hence

$$\text{bubble}=\frac{|v_{an}|^2}{e_n-e_a},\qquad
\text{Z}=-\frac{|v_{an}|^2}{e_n-e_a}=\frac{|v_{an}|^2}{e_a-e_n}.$$

Their sum is zero for each $n$, so including both does not change $E_2(\Phi_a)$. With both included, the vacuum bubbles beside the electron are complete and equal $E_2(\Phi_0)$. Subtracting the vacuum energy removes them all and leaves the particle and Z terms, which are (1). In the example the violating bubbles sum to $-6.9223$ eV and the Z terms to $+6.9223$ eV.

## The same cancellation at finite time

Let $V$ act from time 0 to $T$, and let $A_a$ and $A_0$ be the interaction-picture amplitudes for $\Phi_a$ and $\Phi_0$ to remain unchanged. A jump $i\to r$ at time $s$, undone at time $t>s$, contributes $(-i)^2|v_{ri}|^2e^{i(e_i-e_r)(t-s)}$. Integration over $0<s<t<T$ at fixed $\tau=t-s$ gives $-|v_{ri}|^2G(e_i-e_r)$, with

$$G(w)=\int_0^T(T-\tau)e^{iw\tau}d\tau=\frac{iT}{w}+\frac{1-e^{iwT}}{w^2}\quad(w\neq0),\qquad G(0)=\frac{T^2}{2}.$$

The violating bubble is $-|v_{an}|^2G(e_n-e_a)$. The Z diagram has the opposite sign and the same time dependence, so the two cancel for every $T$.

The vacuum is now removed by division. Let $W_0=\sum_n v_{nn}$ and $W_a=W_0+v_{aa}$ be the first-order energies. The second-order part of $A_a/A_0$ is $A_a^{(2)}-A_0^{(2)}-A_0^{(1)}\big(A_a^{(1)}-A_0^{(1)}\big)$. The diagonal elements of $V$ contribute

$$-\frac{T^2}{2}(W_a^2-W_0^2)+T^2W_0v_{aa}=-\frac{T^2}{2}v_{aa}^2=-|v_{aa}|^2G(0).$$

The jumps are subtracted as in the energy proof, and together

$$\left(\frac{A_a}{A_0}\right)^{(2)}=-\sum_r|v_{ar}|^2G(e_a-e_r)+\sum_n|v_{an}|^2G(e_n-e_a).\tag{2}$$

This is the Feynman prescription: positive levels run forward between the two actions of $V$, and sea levels enter through the Z diagram. The term $iT/w$ of $G$ makes the part linear in $T$ equal to $-iT\Delta E_2$.

A retarded one-electron calculation, which lets the electron drop into the filled sea, has $-|v_{an}|^2G(e_a-e_n)$ in the last sum. Its linear part is the same, so the energy shift does not tell the two apart. The amplitude does. For $cT=0.08$ Å, exact evolution of the six-level model gives $(-1.0594+57.0423\,i)\times10^{-4}$ for the second-order ratio, as does (2), while the retarded form gives $(-1.2693+57.0423\,i)\times10^{-4}$. Since $G(-w)=G(w)^*$, the retarded value minus the Feynman value is $-2$ times the real part of the Z amplitude. That is $-2\times0.10495\times10^{-4}=-0.2099\times10^{-4}$, as found.

## Scope

**A larger sea.** With 26 levels instead of six, the vacuum energy changes from $-13.8445$ to $-15.0236$ eV, while $\Delta E_2$ stays at $-132.9681$ eV. The reason is that $V$ connects $a$ only to $k=\pm q$, and these levels were already present.

**Two added electrons.** Let $S$ be a set of filled levels that forms a non-degenerate eigenstate of $H_0$. The sum $\sum_{i\neq j\in S}|v_{ji}|^2/(e_i-e_j)$ vanishes, because exchanging $i$ and $j$ reverses its sign. It can be added to the sum over allowed jumps, which frees every electron from exclusion:

$$E_2(S)=\sum_{i\in S}\sum_{p\neq i}\frac{|v_{pi}|^2}{e_i-e_p}.$$

Coupled levels within $S$ must not coincide in energy; if they do, their pair is left out for both electrons. Subtracting the sea shows that the second-order energies of two added electrons $a$ and $b$ add. In diagrams, the forbidden excursion $a\to b\to a$ beside an electron in $b$ cancels against the exchange diagram in which the old $b$ electron makes the return jump. Here the partner consists of two electron lines with one action of $V$ on each and contains no vacuum bubble, so discarding vacuum diagrams does not affect the pair. A generic six-level model with random couplings gives $8.8702$ model units both for the pair and for the sum of the single energies.

**Transitions.** If the electron ends in a positive level $b\neq a$, the intermediate state of the Z diagram contains $a$, $b$ and a hole. This state is allowed, and deleting the diagram would remove a real process.

**Conditions.** The proofs cover a one-body potential at second order. If $\Phi_a$ is degenerate with another state that $V$ reaches from it, directly or in two steps, degenerate perturbation theory is needed. In the ring this happens for an electron added at $k=q$: $V$ does not couple it directly to the level of equal energy at $k=-q$, but connects the two through $k=0$. The cancellation also requires that both members of a pair be treated alike, with the same levels and the same couplings. In the second procedure, the vacuum diagrams beside the electron must also include the same levels as the vacuum energy that is subtracted, or a remainder is left in the shift.

The numerical output below also gives the shift extracted from many-body diagonalization, $-132.9678$ eV. The extraction removes the fourth-order energy but not the higher orders, and the result agrees with (1) to about two parts in a million.

## Numbers as computed

```
Ring length L: 0.020 angstrom
Potential amplitude V0: 10000.0 eV
Wave number q: 314.1593 1/angstrom
Rest energy M: 510999.0 eV
c q: 619921.0 eV
Level energy E at k = +-q: 803381.6 eV
Coupling |v| of a to one positive level: 4522.2507 eV
Coupling |v| of a to one sea level at +-q: 2132.8969 eV
Gap E - M: 292382.6 eV
Gap E + M: 1314380.5 eV
E2 of vacuum, six levels: -13.8445 eV
E2 of sea plus electron, exclusion imposed: -146.8126 eV
Particle part of connected diagrams: -139.8903 eV
Z part of connected diagrams: 6.9223 eV
Violating vacuum bubbles: -6.9223 eV
Sum of violating terms: 0.0000 eV
Vacuum bubbles still allowed beside a: -6.9223 eV
Added-electron energy Delta E2: -132.9681 eV
Delta E2 in atomic units: -4.88649 hartree
Delta E2 from many-body diagonalization: -132.9678 eV
Schroedinger second-order energy: -132.9680 eV
Wrong energy with Z deleted: -139.8903 eV
Error of wrong energy: -6.9223 eV
Relative error of wrong energy: 5.21 %
Pairing sign, bubble: 1 (dimensionless)
Pairing sign, Z: -1 (dimensionless)
Full matrix element, same label: 0 (dimensionless)
Light path c T: 0.080 angstrom
Second-order amplitude ratio, exact evolution: -1.059405e-04 +5.704225e-03 i (dimensionless)
Feynman prescription: -1.059405e-04 +5.704225e-03 i (dimensionless)
Retarded prescription: -1.269314e-04 +5.704225e-03 i (dimensionless)
Z amplitude: 1.049547e-05 -2.800129e-04 i (dimensionless)
E2 of vacuum, 26 levels: -15.0236 eV
Delta E2, 26 levels: -132.9681 eV
Generic model, one added electron: -7.4747 model units
Generic model, two added electrons: 8.8702 model units
Generic model, sum of one-electron energies: 8.8702 model units
```
